# Stability limit and optimal rate of linear density mixing

A Kohn-Sham calculation seeks a density that reproduces itself. Let $F[n]$ be the output density obtained by building the potential from $n$, solving for the orbitals and occupying them. Linear mixing iterates

$$n_{k+1}=n_k+\alpha\,(F[n_k]-n_k),\qquad \alpha>0 .$$

The problem asks which $\alpha$ lead to convergence near a solution $n^*=F[n^*]$, and which is best.

Atomic units are used in the algebra. Space is discretised on $M$ points of weight $h$, so densities and potentials are real vectors, with $x\cdot y=\sum_a x_ay_a$. The orbitals $u_i$ are real, with $\sum_a u_{ai}u_{aj}=\delta_{ij}$, and span the whole grid space. The density is $n_a=h^{-1}\sum_i g_iu_{ai}^2$. The occupations $g_i=g(\varepsilon_i-\mu)$ come from a smooth, strictly decreasing function (positive electronic temperature), and $\mu$ is set by $\sum_ig_i=N$. Every $n_k$ contains $N$ electrons, and $F$ is assumed smooth near $n^*$.

## (a) How does a small error propagate?

**Solution.** Write $e_k=n_k-n^*$. Both densities contain $N$ electrons, so $e_k$ is neutral: $\sum_a e_{k,a}=0$. The density enters $F$ through the potential, whose first-order change is

$$\delta v=Ke,\qquad K=v_C+f_{xc},$$

where $v_C$ is the Coulomb kernel and $f_{xc}$ the derivative of the exchange-correlation potential. The orbitals respond as independent particles, $\delta F=\chi_0\,\delta v$, with $\chi_0$ taken at fixed $N$. Hence $F[n^*+e]=n^*+\chi_0Ke+O(e^2)$. Subtracting $n^*$ from the iteration gives

$$e_{k+1}=e_k+\alpha(\chi_0K-1)e_k+O(e_k^2)=(1-\alpha\epsilon)e_k+O(e_k^2),\qquad \epsilon=1-\chi_0K .$$

The matrix $\epsilon$ is the dielectric matrix acting on densities. It includes exchange and correlation.

## (b) Show that $S=-\chi_0$ is symmetric and positive definite on neutral density changes.

**Solution.** Let $v$ be a small potential change with matrix elements $v_{ij}=\sum_au_{ai}v_au_{aj}$. The density matrix is $P=\sum_ig_i|i\rangle\langle i|$. In first order, state $i$ acquires the admixture $v_{ji}/(\varepsilon_i-\varepsilon_j)$ of state $j$. For $i\neq j$, the changes of $|i\rangle$ and $|j\rangle$ together give

$$\delta P_{ij}=\frac{g_i v_{ij}}{\varepsilon_i-\varepsilon_j}+\frac{g_jv_{ij}}{\varepsilon_j-\varepsilon_i}=-W_{ij}v_{ij},\qquad W_{ij}=-\frac{g_i-g_j}{\varepsilon_i-\varepsilon_j}>0 ,$$

with the positive limit $-g'$ for degenerate levels. On the diagonal the occupation changes:

$$\delta P_{ii}=-D_i(v_{ii}-\delta\mu),\qquad D_i=-g'(\varepsilon_i-\mu)>0 .$$

Fixed $N$ requires $\sum_i\delta P_{ii}=0$, so $\delta\mu=\sum_iD_iv_{ii}/\sum_iD_i$.

The density change is $\delta n_a=h^{-1}\sum_{ij}u_{ai}u_{aj}\delta P_{ij}$. For a second potential $v'$, therefore,

$$h\,v'\cdot Sv=-\sum_{ij}v'_{ij}\delta P_{ij}=\sum_{i\ne j}W_{ij}v'_{ij}v_{ij}+\sum_iD_iv'_{ii}v_{ii}-\frac{(\sum_iD_iv'_{ii})(\sum_iD_iv_{ii})}{\sum_iD_i}.$$

This is unchanged when $v$ and $v'$ are exchanged, so $S$ is symmetric. For $v'=v$, the last two terms combine into a variance:

$$h\,v\cdot Sv=\sum_{i\neq j}W_{ij}v_{ij}^2+\sum_iD_i(v_{ii}-\delta\mu)^2\ge0 .$$

It vanishes only if $v_{ij}=\delta\mu\,\delta_{ij}$, which means that $v$ is a constant potential. A nonzero neutral vector is not constant, so $S$ is positive definite on the neutral space. It also maps into that space, because $N$ is fixed. Below, $S^{-1}$ and $S^{\pm1/2}$ refer to the neutral space, and $K$ is projected onto it. The projection removes a constant potential, to which $S$ does not respond.

## (c) Are the eigenvalues of $\epsilon$ real, and what fixes their signs?

**Solution.** The product $SK$ is generally not symmetric, but it can be factorised:

$$\epsilon=1+SK=SA,\qquad A=S^{-1}+K .$$

Since $K$ is symmetric, so is $A$. A similarity transformation gives

$$B=S^{-1/2}\,\epsilon\,S^{1/2}=S^{1/2}AS^{1/2}=1+S^{1/2}KS^{1/2}.$$

$B$ is symmetric and has the eigenvalues $\lambda_j$ of $\epsilon$, which are therefore real. Also $x\cdot Bx=y\cdot Ay$ with $y=S^{1/2}x$, so all $\lambda_j$ are positive if and only if $A$ is positive definite.

The matrix $A$ has a physical meaning. Let $\Phi[v]$ be the free energy of independent electrons in potential $v$, with $\partial\Phi/\partial v_a=hn_a$. Their free energy without the potential energy is $G[n]=\Phi[v]-h\,v\cdot n$, so $\partial G/\partial n_a=-hv_a$ up to a constant. Since $\delta v=-S^{-1}\delta n$, the second derivative of $G$ is $hS^{-1}$. The Hartree and exchange-correlation energy adds $hK$, and the external potential energy is linear in $n$. Thus $hA$ is the Hessian of the total free energy. All $\lambda_j>0$ means that $n^*$ is a local minimum with positive curvature in every direction considered.

For the Hartree kernel alone, $e\cdot Ke>0$ for nonzero neutral $e$, because it is proportional to an electrostatic field energy. Then every $\lambda_j>1$. A negative $f_{xc}$ can bring eigenvalues below 1.

## (d) For which $\alpha$ does the iteration converge?

**Solution.** Expand the error in eigenmodes of $\epsilon$. In linear order each coefficient evolves separately:

$$c_j(k)=(1-\alpha\lambda_j)^k\,c_j(0).$$

Convergence from every start requires $-1<1-\alpha\lambda_j<1$ for all $j$. The right inequality is $\alpha\lambda_j>0$, so every $\lambda_j$ must be positive. The left one is $\alpha<2/\lambda_j$, and the largest eigenvalue is the most restrictive:

$$\boxed{\,0<\alpha<\frac{2}{\lambda_{\max}}\quad\text{given}\quad\lambda_{\min}>0\,}$$

Above the limit the stiffest mode is over-corrected: its error changes sign and grows at each step. A start with no component on that mode can still converge in the linear problem. At $\alpha=2/\lambda_{\max}$ the factor is $-1$, and the linear theory does not decide the nonlinear outcome.

To include the nonlinear terms, measure errors by $\|e\|^2=e\cdot S^{-1}e$. With $y=S^{-1/2}e$ the linear step is $y\to(1-\alpha B)y$. Since $B$ is symmetric, this shrinks the length of $y$ at least by the factor $\rho(\alpha)=\max_j|1-\alpha\lambda_j|$. Therefore

$$\|e_{k+1}\|\le\rho\,\|e_k\|+C\|e_k\|^2$$

for some constant $C>0$ near $n^*$. If $\rho<1$ and $\|e_0\|\le(1-\rho)/(2C)$, each step reduces the error at least by the factor $(1+\rho)/2<1$. The convergence thus established is local; a distant start is not covered.

## (e) What happens if an eigenvalue is negative? Use two electrons on two sites.

Let the hopping be $t$, the site occupations differ by $d$, and an attractive mean field of strength $U$ give site energies $\pm w$ with $w=-Ud/2$. Up to a constant this is the potential $-Un$ on a site holding $n$ electrons. An on-site Hubbard attraction $U_H$ gives $-U_Hn/2$ in restricted mean field, so $U=U_H/2$.

**Solution.** The lower eigenvector of $\begin{pmatrix}w&-t\\-t&-w\end{pmatrix}$, doubly occupied, has the occupation difference

$$F(d)=-\frac{2w}{\sqrt{w^2+t^2}}=\frac{Ud}{\sqrt{t^2+U^2d^2/4}} .$$

Hence $F'(0)=U/t$, and the symmetric solution $d=0$ has $\lambda=1-U/t$. (The temperature is zero here, but the gap keeps $F$ smooth.)

With trial amplitudes $\cos(\pi/4+\theta)$ and $\sin(\pi/4+\theta)$, $d=-2\sin2\theta$. The hopping energy of two electrons is $-4t\cos(\pi/4+\theta)\sin(\pi/4+\theta)=-2t\cos2\theta$. The site occupations are $1\pm d/2$ and the site energies $\pm w$ are the derivatives of the interaction energy with respect to them, so $dE_{\rm int}/dd=w=-Ud/2$ and $E_{\rm int}=-Ud^2/4=-U\sin^22\theta$. The mean-field energy is

$$E=-2t\cos2\theta-U\sin^22\theta=-2t+4(t-U)\theta^2+O(\theta^4).$$

For $U>t$ the symmetric state is an energy maximum along $\theta$, and $\lambda<0$. The factor $1-\alpha\lambda=1+\alpha|\lambda|$ exceeds 1 for every positive $\alpha$, so smaller steps slow the departure but do not prevent it.

For $t=1$ eV and $U=1.5$ eV, $\lambda=-0.5$. At $\theta=0.05$ the computed energy change is $-4.96$ meV, and mixing with $\alpha=0.01$, $0.1$ and $0.5$ multiplies a small $d$ by 1.005, 1.05 and 1.25 per step.

## (f) Which $\alpha$ gives the best guaranteed rate when all $\lambda_j>0$?

**Solution.** For fixed $\alpha$, $|1-\alpha\lambda|$ is convex in $\lambda$, so its maximum over the spectrum lies at an end:

$$\rho(\alpha)=\max(1-\alpha\lambda_{\min},\ \alpha\lambda_{\max}-1).$$

The other two signs are not needed, since $1-\alpha\lambda_{\max}\le1-\alpha\lambda_{\min}$ and $\alpha\lambda_{\min}-1\le\alpha\lambda_{\max}-1$. The first branch falls with $\alpha$ and the second rises, so the minimum is at their crossing, $1-\alpha\lambda_{\min}=\alpha\lambda_{\max}-1$:

$$\alpha_{\rm opt}=\frac{2}{\lambda_{\min}+\lambda_{\max}},\qquad
\rho_{\rm opt}=1-\frac{2\lambda_{\min}}{\lambda_{\min}+\lambda_{\max}}=\frac{\lambda_{\max}-\lambda_{\min}}{\lambda_{\max}+\lambda_{\min}} .$$

With $\kappa=\lambda_{\max}/\lambda_{\min}$,

$$\boxed{\,\rho_{\rm opt}=\frac{\kappa-1}{\kappa+1}\,}$$

A start on either extreme mode attains this factor in linear order. For $\kappa\gg1$, $-\ln\rho_{\rm opt}\approx2/\kappa$, so a tenfold reduction of the error takes about $\tfrac12\kappa\ln10\approx1.15\,\kappa$ steps.

For $\kappa\gg1$ the stability limit lies close to the optimum, while for $\kappa$ near 1 it is almost twice as large: $(2/\lambda_{\max})/\alpha_{\rm opt}=1+1/\kappa$. At $\alpha_{\rm opt}/2$ the rate is $1-\lambda_{\min}/(\lambda_{\min}+\lambda_{\max})=\kappa/(\kappa+1)$. Midway between the optimum and the limit it is $\tfrac12(\alpha_{\rm opt}\lambda_{\max}+2)-1=\kappa/(\kappa+1)$, the same value.

## (g) Estimate $\lambda_{\max}$ for a metal film of thickness $L$ and compare with a calculation.

The film is jellium between hard walls, with 0.03 electrons per cubic angstrom, $k_BT=0.1$ eV and local Slater exchange. Density changes are restricted to those uniform in the plane, and $\lambda_{\max}$ below refers to these modes only. Waves along the plane can be much stiffer. A wave $e$ with in-plane wave number $q_\parallel\ll1/L$ acts as a sheet carrying $eL$ per unit area, with potential $2\pi eL/q_\parallel$. With $D$ and $k_{TF}$ as defined below, this gives $\lambda\approx1+2\pi DL/q_\parallel=1+k_{TF}^2L/(2q_\parallel)$, which exceeds the plane-uniform value and grows with the lateral size of the cell.

**Solution.** For slow variations in a bulk-like metal, $\delta n=-D\,\delta v$ with $D=dn/d\mu$. From $n=k_F^3/3\pi^2$ and $\mu=k_F^2/2$, $D=k_F/\pi^2$. The Hartree potential of a wave $e$ with wave number $q$ is $4\pi e/q^2$. Neglecting exchange,

$$\lambda(q)\approx1+\frac{4\pi D}{q^2}=1+\frac{k_{TF}^2}{q^2},\qquad k_{TF}^2=\frac{4k_F}{\pi}.$$

A neutral, plane-uniform change produces no field outside the film, so $\delta v$ has zero slope at both walls. The slowest nonconstant form is $\cos(\pi z/L)$, with $q=\pi/L$. It moves charge from one side to the other, which is called charge sloshing. Thus

$$\lambda_{\max}\approx1+\frac{k_{TF}^2L^2}{\pi^2}.$$

Here $k_{TF}=1.521$ Å$^{-1}$. For $L=10$ Å (18.90 bohr) the estimate is $1+(15.21/\pi)^2=24.4$. On a grid of step 0.25 Å the full response matrix gives $\lambda_{\min}=0.947$ and $\lambda_{\max}=21.64$, and its stiffest mode is odd about the middle of the film. Halving the grid step changes these eigenvalues to 0.945 and 21.63, by about 0.2% and 0.1%, so their last digit depends on the grid. With the Hartree kernel alone $\lambda_{\max}$ is 22.28, so omitting exchange explains only part of the difference from the estimate. The rest of the difference is not analysed here.

The mixing parameters follow:

$$\frac{2}{21.64}=0.0924,\qquad \alpha_{\rm opt}=\frac{2}{0.947+21.64}=0.0885,$$

$$\kappa=\frac{21.64}{0.947}=22.9,\qquad \rho_{\rm opt}=\frac{21.9}{23.9}=0.916 .$$

This means about 26 steps per factor of ten. Nonlinear runs started on the two extreme modes gave 0.916 per step at the optimum. They gave 0.958 both at half the optimum and midway to the limit, as derived in (f).

From a generic small deviation, 400 steps at 0.95 times the limit reduced the relative deviation, $h\sum_a|n_a-n^*_a|$ divided by the electron number $N$, from $6.5\times10^{-4}$ to rounding level. At 1.05 times the limit it was $3.7\times10^{-2}$ after 400 steps: the run had left the solution, although the deviation remained finite.

At 20 and 40 Å, $\lambda_{\max}$ is 90.4 and 368, against estimates of 94.7 and 376. Doubling the thickness multiplies $\lambda_{\max}-1$ by 4.3 from 10 to 20 Å and by 4.1 from 20 to 40 Å, approaching the predicted 4. Since $\lambda_{\min}$ stays near 0.94, the cost per factor of ten rises from 110 to 450 steps. The numerical check below includes these runs and a finite-difference test of $\chi_0K$.

## Numbers as computed

```
density 0.03 per cubic angstrom, kT 0.1 eV
film thickness 10.0 angstrom = 18.897 bohr, grid step 0.250 angstrom
subbands below the chemical potential: 3
map derivative vs chi0*K, relative error: 1.2e-08
eigenvalues, finite difference vs formula: 1.0e-07
smallest, largest eigenvalue: 0.9466, 21.6411
same with Hartree kernel only: 1.0001, 22.2772
kappa 22.8630, limit 2/lam_max 0.09242
optimal alpha 0.08854, optimal rate 0.91619
half the grid step: 0.9448, 21.6251
mirror parity of the stiffest mode: -1.0000
half optimal: alpha 0.04427, measured 0.95809, predicted 0.95809
optimal: alpha 0.08854, measured 0.91619, predicted 0.91619
optimal-limit midpoint: alpha 0.09048, measured 0.95809, predicted 0.95809
2% above limit: alpha 0.09427, measured 1.03997, predicted 1.04000
generic start, worst single-step factor: 0.91246
alpha = 0.95 x limit, 400 steps: relative deviation 6.5e-04 -> 4.0e-15
alpha = 1.05 x limit, 400 steps: relative deviation 6.5e-04 -> 3.7e-02
Thomas-Fermi wave number 1.5208 per angstrom
L 10 angstrom: lam 0.9466 to 21.641, TF 24.43, limit 0.09242
   kappa 22.86, rate 0.91619, steps per factor ten 26.3
L 20 angstrom: lam 0.9440 to 90.405, TF 94.74, limit 0.02212
   kappa 95.77, rate 0.97933, steps per factor ten 110.3
L 40 angstrom: lam 0.9434 to 368.345, TF 375.95, limit 0.00543
   kappa 390.45, rate 0.99489, steps per factor ten 449.5
growth of lam_max - 1 from 20 to 40 angstrom: 4.109
two sites, t 1.0 eV, U 0.5 eV: lam 0.50, energy change 5.008 meV
   factors at alpha 0.01, 0.1, 0.5: 0.9950, 0.9500, 0.7500
two sites, t 1.0 eV, U 1.5 eV: lam -0.50, energy change -4.958 meV
   factors at alpha 0.01, 0.1, 0.5: 1.0050, 1.0500, 1.2500
```
